# Mean excitation energy of hydrogen from a Sturmian p-wave basis: verification in Python

```python
"""
Result under test: the mean excitation energy I of atomic hydrogen,
    ln I = sum f ln(omega) / sum f,    I = 14.99 eV (fixed nucleus),
follows from a Sturmian p-wave basis with decay constant lambda = 1.
omega: excitation energy, f: dipole oscillator strength (sum = 1).
With t = 1/omega the problem is a tridiagonal matrix J with
    J[k,k] = (k+2)/(k+1),  J[k,k+1] = -sqrt((k+4)/(k+2))/2,
and f is the squared first component of each unit eigenvector.
Atomic units inside; energies are printed in hartree or eV as labelled.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre
from pyscf import gto, scf

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
MASS_RATIO = const.m_p / const.m_e


def sturmian_spectrum(size):
    """Excitation energies and strengths from the tridiagonal matrix J."""
    k = np.arange(size)
    diagonal = (k + 2.0) / (k + 1.0)
    coupling = -0.5 * np.sqrt((k[:-1] + 4.0) / (k[:-1] + 2.0))
    if size == 1:
        return 1 / diagonal, np.ones(1)
    t, vectors = eigh_tridiagonal(diagonal, coupling)
    return 1 / t[::-1], vectors[0, ::-1] ** 2


def matrices_by_quadrature(size, lam):
    """Overlap, Hamiltonian and dipole vector from their integrals."""
    x, weight = roots_laguerre(50)
    s = 0.5 + 0.5 / lam
    value, slope, dipole = [], [], []
    for k in range(size):
        norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 4)))
        lag = eval_genlaguerre(k, 3, x)
        dlag = -eval_genlaguerre(k - 1, 4, x) if k > 0 else 0 * x
        value.append(norm * x**2 * lag)
        slope.append(2 * lam * norm * ((2*x - x**2/2) * lag + x**2 * dlag))
        y = x / s
        source = 2 * (y / (2 * lam)) ** 2
        phi = norm * y**2 * eval_genlaguerre(k, 3, y)
        dipole.append(np.sum(weight * phi * source) / (2 * lam * s))
    value, slope = np.array(value), np.array(slope)
    r, w = x / (2 * lam), weight / (2 * lam)
    overlap = (value * w) @ value.T
    hamiltonian = 0.5 * (slope * w) @ slope.T
    hamiltonian += (value * w * (1 / r**2 - 1 / r)) @ value.T
    return overlap, hamiltonian, np.array(dipole)


def spectrum_by_quadrature(size, lam):
    overlap, hamiltonian, dipole = matrices_by_quadrature(size, lam)
    energy, vectors = eigh(hamiltonian, overlap)
    omega = energy + 0.5
    return omega, 2 / 3 * omega * (vectors.T @ dipole) ** 2


def log_mean(omega, f):
    return np.sum(f * np.log(omega)) / np.sum(f)


def bound_strength(n):
    power = np.exp(2 * n * np.log1p(-2 / (n + 1)))
    return 256 / 3 * n**5 / (n**2 - 1) ** 4 * power


def continuum_density(omega):
    k = np.sqrt(2 * omega - 1)
    top = 16 / 3 * omega**-4 * np.exp(-4 * np.arctan(k) / k)
    return top / -np.expm1(-2 * np.pi / k)


def exact_sums(func):
    """Bound and continuum parts of sum f*func(omega), closed strengths."""
    last = 2000
    n = np.arange(2.0, last + 1)
    bound = np.sum(bound_strength(n) * func(0.5 * (1 - 1 / n**2)))
    # remaining Rydberg levels: threshold density times their energy span
    bound += 256/3 * np.exp(-4) / (2 * (last + 0.5)**2) * func(0.5)

    def integrand(theta):                      # k = tan(theta)
        omega = 0.5 / np.cos(theta) ** 2
        jacobian = np.sin(theta) / np.cos(theta) ** 3
        return continuum_density(omega) * jacobian * func(omega)
    part = quad(integrand, 0, np.pi / 2, epsabs=1e-13, epsrel=1e-12,
                limit=200)[0]
    return bound, part


# --- matrix elements from the definition against the closed forms ---
size = 8
overlap, hamiltonian, dipole = matrices_by_quadrature(size, 1.0)
k = np.arange(size)
off = -0.5 * np.sqrt((k[:-1] + 1) * (k[:-1] + 4))
closed_overlap = np.diag(k + 2.0) + np.diag(off, 1) + np.diag(off, -1)
assert np.allclose(overlap, closed_overlap, atol=1e-9)
assert np.allclose(hamiltonian + 0.5*overlap, np.diag(k + 1.0), atol=1e-9)
assert np.allclose(dipole, np.sqrt(6) / 2 * closed_overlap[0], atol=1e-9)
om_q, f_q = spectrum_by_quadrature(size, 1.0)
om_j, f_j = sturmian_spectrum(size)
assert np.allclose(om_q, om_j, rtol=1e-8)
assert np.allclose(f_q, f_j, atol=1e-9)
# general decay constant: closed matrices also hold at lambda = 2
s2, h2, _ = matrices_by_quadrature(size, 2.0)
assert np.allclose(s2, closed_overlap / 2, atol=1e-9)
assert np.allclose(h2 + 2 * s2, np.diag(2 * (k + 2.0) - 1), atol=1e-9)
om_lam2, f_lam2 = spectrum_by_quadrature(4, 2.0)
om_lam1, f_lam1 = spectrum_by_quadrature(4, 1.0)
assert abs(f_lam1.sum() - 1) < 1e-10 and abs(f_lam2.sum() - 1) > 1e-6

# --- closed strengths against explicit wave functions ---
r_lag, w_lag = roots_laguerre(60)
for n in (2, 3, 4):
    def radial(r, n=n):
        return r**2 * eval_genlaguerre(n - 2, 3, 2 * r / n)
    r_norm = r_lag * n / 2
    norm2 = np.sum(w_lag * radial(r_norm) ** 2) * n / 2
    scale = 1 + 1 / n
    r_dip = r_lag / scale
    element = np.sum(w_lag * radial(r_dip) * 2 * r_dip**2) / scale
    direct = 2/3 * 0.5 * (1 - 1 / n**2) * element**2 / norm2
    assert abs(direct / bound_strength(float(n)) - 1) < 1e-9
node, w_leg = np.polynomial.legendre.leggauss(80)
r_leg, w_leg = 17.5 * (node + 1), 17.5 * w_leg
for wave in (0.5, 2.0):
    coulomb = np.array([float(mp.re(mp.coulombf(1, -1 / wave, wave * r)))
                        for r in r_leg])
    element = np.sum(w_leg * 2 * r_leg**2 * np.exp(-r_leg) * coulomb)
    omega = 0.5 * (1 + wave**2)
    direct = 2 / 3 * omega * element**2 * 2 / (np.pi * wave)
    assert abs(direct / continuum_density(omega) - 1) < 1e-7

# --- exact spectrum: sum rule, moments, logarithmic mean ---
f_bound, f_cont = exact_sums(lambda w: w**0)
assert abs(f_bound + f_cont - 1) < 1e-10
log_bound, log_cont = exact_sums(np.log)
log_exact = log_bound + log_cont
i_exact = np.exp(log_exact) * HARTREE_EV
i_bound_only = np.exp(log_bound / f_bound) * HARTREE_EV
om2, f2 = sturmian_spectrum(2)
moments = [sum(exact_sums(lambda w, m=m: w**-m)) for m in range(1, 5)]
moments2 = [np.sum(f2 * om2**-m) for m in range(1, 5)]
assert np.allclose(moments[:3], moments2[:3], rtol=1e-9)
assert moments[3] - moments2[3] > 1e-3        # first one beyond exactness

# --- convergence of the Sturmian values ---
sizes = [1, 2, 3, 5, 10, 20, 40, 80]
logs = np.array([log_mean(*sturmian_spectrum(m)) for m in sizes])
errors = log_exact - logs
assert np.all(errors > 0) and np.all(np.diff(logs) > 0)
assert errors[-1] < 1e-7
rate = np.log2(errors[-2] / errors[-1])
assert abs(rate - 5) < 0.3
i_final = np.exp(logs[-1]) * HARTREE_EV
assert round(i_final, 2) == 14.99
om40, f40 = sturmian_spectrum(40)
assert abs(om40[0] - 0.375) < 1e-10
assert abs(f40[0] - bound_strength(2.0)) < 1e-9

# --- molecular binding: same Gaussian basis for the atom and for H2 ---
shells = [[0, [0.05 * 3.0**j, 1.0]] for j in range(8)]
shells += [[1, [0.04 * 3.0**j, 1.0]] for j in range(6)]
shells += [[2, [0.15 * 3.0**j, 1.0]] for j in range(3)]
atom = gto.M(atom="H 0 0 0", basis={"H": shells}, spin=1, verbose=0)
h_atom = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
e_atom, c_atom = eigh(h_atom, atom.intor("int1e_ovlp"))
z_atom = c_atom[:, 0] @ atom.intor("int1e_r")[2] @ c_atom[:, 1:]
om_atom = e_atom[1:] - e_atom[0]
f_atom = 2 * om_atom * z_atom**2
i_gauss = np.exp(log_mean(om_atom, f_atom)) * HARTREE_EV
assert abs(f_atom.sum() - 1) < 0.01 and abs(i_gauss - i_exact) < 0.15

bond = 1.4
mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, bond)]], unit="Bohr",
            basis={"H": shells}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
occupied, virtual = mf.mo_coeff[:, 0], mf.mo_coeff[:, 1:]
coul, exch = mf.get_jk(mol, np.outer(occupied, occupied))
coul = virtual.T @ coul @ virtual
exch = virtual.T @ exch @ virtual
gaps = np.diag(mf.mo_energy[1:] - mf.mo_energy[0])
minus, plus = gaps + exch - coul, gaps + 3 * exch - coul
val, vec = np.linalg.eigh(minus)
assert val.min() > 0
root = (vec * np.sqrt(val)) @ vec.T
om_sq, modes = np.linalg.eigh(root @ plus @ root)
assert om_sq.min() > 0
dip = np.array([occupied @ m @ virtual for m in mol.intor("int1e_r")])
f_mol = 4 / 3 * np.sum((dip @ root @ modes) ** 2, axis=0)
i_mol = np.exp(log_mean(np.sqrt(om_sq), f_mol)) * HARTREE_EV
assert abs(f_mol.sum() - 2) < 0.03 and i_mol > i_exact

# --- use in the stopping logarithm of a fast proton ---
proton_mev = 1.0
v2 = 2 * proton_mev * 1e6 / HARTREE_EV / MASS_RATIO
stop_log = np.log(2 * v2 * HARTREE_EV / i_exact)
stop_log_mol = np.log(2 * v2 * HARTREE_EV / i_mol)
recoil = i_exact * (MASS_RATIO / (1 + MASS_RATIO) - 1)

print(f"hartree energy: {HARTREE_EV:.6f} eV")
print("Sturmian results, lambda = 1:")
for m, value, err in zip(sizes, logs, errors):
    print(f"  N={m:3d}  I = {np.exp(value)*HARTREE_EV:.6f} eV"
          f"  error of ln I = {err:.2e}")
print(f"error exponent from N=40 to N=80: {rate:.3f}")
print(f"N=2 energies: {om2[0]:.6f}, {om2[1]:.6f} hartree")
print(f"N=2 strengths: {f2[0]:.6f}, {f2[1]:.6f}")
for m in range(4):
    print(f"sum f/omega^{m+1}: exact {moments[m]:.6f},"
          f" N=2 {moments2[m]:.6f} (atomic units)")
print(f"N=40 lowest energy: {om40[0]:.6f} hartree, f = {f40[0]:.6f}")
print(f"N=40 highest energy: {om40[-1]:.2f} hartree, f = {f40[-1]:.2e}")
print(f"N=40 states below threshold: {np.sum(om40 < 0.5)}")
print(f"N=4 strength sum, lambda=1: {f_lam1.sum():.8f}")
print(f"N=4 strength sum, lambda=2: {f_lam2.sum():.8f}")
print(f"exact bound strength: {f_bound:.6f}")
print(f"exact continuum strength: {f_cont:.6f}")
print(f"bound part of ln(I/hartree): {log_bound:.6f}")
print(f"continuum part of ln(I/hartree): {log_cont:.6f}")
print(f"exact ln(I/hartree): {log_exact:.8f}")
print(f"exact I: {np.exp(log_exact):.8f} hartree = {i_exact:.6f} eV")
print(f"I from bound states alone: {i_bound_only:.3f} eV")
print(f"nuclear recoil shift of I: {recoil:.4f} eV")
print(f"Gaussian basis, atom: sum f = {f_atom.sum():.4f},"
      f" I = {i_gauss:.2f} eV")
print(f"H2 bond length: {bond:.1f} bohr")
print(f"H2 time-dependent HF: sum f = {f_mol.sum():.4f},"
      f" I = {i_mol:.2f} eV")
print(f"proton energy: {proton_mev:.1f} MeV, v^2 = {v2:.2f} a.u.")
print(f"stopping logarithm with atomic I: {stop_log:.4f}")
print(f"stopping logarithm with H2 I: {stop_log_mol:.4f}")
print(f"relative change: {100*(stop_log_mol/stop_log-1):.2f} percent")
print(f"(electron speed / proton speed)^2: {1/v2:.4f}")
print(f"beta^2 of the proton: {v2*const.alpha**2:.5f}")
print("no test failed")
```

Output:

```
hartree energy: 27.211386 eV
Sturmian results, lambda = 1:
  N=  1  I = 13.605693 eV  error of ln I = 9.70e-02
  N=  2  I = 14.772613 eV  error of ln I = 1.47e-02
  N=  3  I = 14.932730 eV  error of ln I = 3.91e-03
  N=  5  I = 14.982368 eV  error of ln I = 5.96e-04
  N= 10  I = 14.990795 eV  error of ln I = 3.37e-05
  N= 20  I = 14.991279 eV  error of ln I = 1.48e-06
  N= 40  I = 14.991301 eV  error of ln I = 5.53e-08
  N= 80  I = 14.991301 eV  error of ln I = 1.90e-09
error exponent from N=40 to N=80: 4.865
N=2 energies: 0.400000, 1.000000 hartree
N=2 strengths: 0.666667, 0.333333
sum f/omega^1: exact 2.000000, N=2 2.000000 (atomic units)
sum f/omega^2: exact 4.500000, N=2 4.500000 (atomic units)
sum f/omega^3: exact 10.750000, N=2 10.750000 (atomic units)
sum f/omega^4: exact 26.583333, N=2 26.375000 (atomic units)
N=40 lowest energy: 0.375000 hartree, f = 0.416197
N=40 highest energy: 167.16 hartree, f = 4.17e-06
N=40 states below threshold: 7
N=4 strength sum, lambda=1: 1.00000000
N=4 strength sum, lambda=2: 1.04134817
exact bound strength: 0.565004
exact continuum strength: 0.434996
bound part of ln(I/hartree): -0.523566
continuum part of ln(I/hartree): -0.072600
exact ln(I/hartree): -0.59616537
exact I: 0.55092017 hartree = 14.991301 eV
I from bound states alone: 10.772 eV
nuclear recoil shift of I: -0.0082 eV
Gaussian basis, atom: sum f = 1.0004, I = 14.99 eV
H2 bond length: 1.4 bohr
H2 time-dependent HF: sum f = 2.0005, I = 19.47 eV
proton energy: 1.0 MeV, v^2 = 40.03 a.u.
stopping logarithm with atomic I: 4.9789
stopping logarithm with H2 I: 4.7176
relative change: -5.25 percent
(electron speed / proton speed)^2: 0.0250
beta^2 of the proton: 0.00213
no test failed
```
